\section*{How spin–orbit mixing shifts the g factor of a trapped electron}

\section{Where a first-order shift disappears}

\textbf{Q:} An electron caught at a defect in an oxide film has spin one half. Why should its resonance say anything about its orbital? A free spin has $g_e=2.0023$, wherever it sits.

\textbf{A:} The magnetic field also acts on orbital motion, and spin--orbit coupling ties that motion to the spin. Let the electron sit on one atom, in the orbital $|0\rangle$ of a spin-independent Hamiltonian $H_0$. The other orbitals $|n\rangle$ of the same shell are empty and lie higher by $\Delta_n>0$. With dimensionless $\mathbf L$ and $\mathbf S$,
\begin{equation}
H=H_0+\xi\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S).
\end{equation}
Here $\xi>0$ is the spin--orbit energy. The shell has one common radial function, hence one $\xi$, and $\mathbf L$ is taken about the defect atom.

\textbf{Q:} Then the orbital moment should add to the spin moment at once.

\textbf{A:} It does not if $|0\rangle$ is non-degenerate. $H_0$ is real, so its orbitals can be chosen real. The operator $\mathbf L=-i\,\mathbf r\times\nabla$ is imaginary, so $\langle0|L_i|0\rangle$ is imaginary. It is also real, because $L_i$ is Hermitian. Hence
\begin{equation}
\langle0|L_i|0\rangle=0 .
\end{equation}
In first order the spin Zeeman term $g_e\mu_B\mathbf B\cdot\mathbf S$ alone survives. With a degenerate ground level, complex combinations may carry an orbital moment, and the argument can then fail.

\section{The second-order coupling}

\textbf{Q:} So what brings the orbital back?

\textbf{A:} A small admixture of the excited orbitals. Both terms containing $\mathbf L$ can be collected as
\begin{equation}
V=\sum_i L_iX_i,\qquad X_i=\xi S_i+\mu_BB_i .
\end{equation}
The spin Zeeman term cannot connect $|0\rangle$ to $|n\rangle$, since these orbitals are orthogonal. Second-order perturbation theory therefore gives, for the two spin states of $|0\rangle$,
\begin{align}
H_{\rm eff}&=g_e\mu_B\mathbf B\cdot\mathbf S
-\sum_{ij}\Lambda_{ij}X_iX_j,\\
\Lambda_{ij}&=\sum_n\frac{\langle0|L_i|n\rangle\langle n|L_j|0\rangle}{\Delta_n}.
\end{align}
The minus sign arises because every intermediate state lies above the ground state.

\textbf{Q:} The components of $\mathbf S$ do not commute. Can you expand that product safely?

\textbf{A:} Yes, if their order is kept:
\begin{equation}
X_iX_j=\xi^2S_iS_j+\xi\mu_B(S_iB_j+B_iS_j)+\mu_B^2B_iB_j .
\end{equation}
Write $\langle0|L_i|n\rangle=-ia_i^{(n)}$ with $a_i^{(n)}$ real. Hermiticity gives $\langle n|L_j|0\rangle=+ia_j^{(n)}$, so
\begin{equation}
\Lambda_{ij}=\sum_n\frac{a_i^{(n)}a_j^{(n)}}{\Delta_n}=\Lambda_{ji}.
\end{equation}
This is a real symmetric tensor, and its diagonal elements cannot be negative. By symmetry the two cross terms are equal, and together they give $-2\xi\mu_B\,\mathbf B\cdot\Lambda\cdot\mathbf S$.

For spin one half, $S_iS_j+S_jS_i=\delta_{ij}/2$. The first term then becomes
\begin{equation}
-\xi^2\sum_{ij}\Lambda_{ij}S_iS_j
=-\frac{\xi^2}{2}\sum_{ij}\Lambda_{ij}\frac{\delta_{ij}}2
=-\frac{\xi^2}{4}\operatorname{Tr}\Lambda .
\end{equation}
It moves both spin states equally, as does the term in $B^2$. Neither changes the splitting. What remains is
\begin{equation}
H_{\rm spin}=\mu_B\mathbf B\cdot g\cdot\mathbf S,\qquad
g_{ij}=g_e\delta_{ij}-2\xi\Lambda_{ij}.
\label{eq:g}
\end{equation}
The factor 2 counts the two orders of events: the field mixes and spin--orbit coupling returns the electron, or the reverse.

\textbf{Q:} May I then say that the shift is spin--orbit strength over excitation energy?

\textbf{A:} Yes, to leading order in $\xi/\Delta_n$, with a coefficient and direction fixed by the orbitals. The coefficient can vanish. For a $p_z$ electron, $L_zp_z=0$, so $g_{zz}=g_e$ at this order, whatever the energies of $p_x$ and $p_y$.

I checked the tensor law on a five-orbital $d$ shell with levels at 0, 0.6, 0.9, 2.0 and 2.6 eV and randomly mixed orbitals. The reference was diagonalization with spin--orbit coupling included in full. Halving $\xi$ from 0.001 to 0.0005 eV reduced the error in $gg^{T}$ by a factor 3.993. An error quadratic in $\xi$ gives 4.

\section{Filled orbitals and the sign}

\textbf{Q:} Some defect centres have $g$ above $g_e$. Your tensor seems to forbid that.

\textbf{A:} It assumed empty excited orbitals. Suppose instead that a filled orbital $|m\rangle$ lies below the singly occupied one, by $\Delta_m=E_0-E_m>0$. It is easiest to follow the missing electron. For a one-electron matrix $h$, the anticommutation rule gives
\begin{equation}
\sum_{pq}h_{pq}a_p^\dagger a_q
=\operatorname{Tr}h-\sum_{pq}h_{pq}a_qa_p^\dagger .
\end{equation}
The hole is created by $a_p$, so its one-particle matrix is $-h^T$. In real orbitals $L_i^T=-L_i$. For the spin matrices, the rotation $U=i\sigma_y$ gives $US_i^TU^{-1}=-S_i$. Consequently
\begin{align}
-(L_i)^T&=L_i,\\
-US_i^TU^{-1}&=S_i,\\
-U(L_iS_i)^TU^{-1}&=-L_i^T(US_i^TU^{-1})=-L_iS_i .
\end{align}
Both Zeeman terms keep their sign, while $\xi$ becomes $-\xi$. The orbital energies are inverted, so moving the hole from $|0\rangle$ to $|m\rangle$ costs $+\Delta_m$. Equation~(\ref{eq:g}) then gives a positive shift,
\begin{equation}
g_{ij}=g_e\delta_{ij}+2\xi\sum_m
\frac{\langle0|L_i|m\rangle\langle m|L_j|0\rangle}{\Delta_m}.
\end{equation}

\textbf{Q:} And if an electron jumps from a filled orbital directly to an empty one?

\textbf{A:} For independent electrons those terms cancel. The orbital Zeeman operator excites the up and down electrons with equal amplitude. Spin--orbit coupling brings them back with weights $(S_j)_{\uparrow\uparrow}$ and $(S_j)_{\downarrow\downarrow}$, whose sum is zero.

A $p$ shell with three electrons shows all three cases. Take $p_x$ filled, $p_y$ singly occupied and $p_z$ empty, with gaps 1.0 below and 0.6 above, and $\xi=10^{-4}$ in the same unit. The formulas give shifts $-3.333\times10^{-4}$, $0$ and $+2.000\times10^{-4}$ along $x,y,z$. Diagonalization of the three-electron problem gives $-3.333\times10^{-4}$, $-5\times10^{-8}$ and $+2.000\times10^{-4}$. The small middle value is of order $\xi^2$.

\section{An electron on titanium}

\textbf{Q:} Give me a trap for which the coefficients can be worked out.

\textbf{A:} Consider Ti$^{3+}$ in an amorphous titanium-oxide film, with one $3d$ electron in $xy$. Let $xz$ and $yz$ lie at $\delta$, and $x^2-y^2$ at $\Delta$. Direct differentiation gives
\begin{align}
L_z(xy)&=-i(x\partial_y-y\partial_x)xy=-i(x^2-y^2),\\
L_x(xy)&=-i(y\partial_z-z\partial_y)xy=i\,xz,\\
L_y(xy)&=-i(z\partial_x-x\partial_z)xy=-i\,yz .
\end{align}
\textbf{Q:} Are those functions equally normalized?

\textbf{A:} On the unit sphere the mean of $x^2y^2$ is $1/15$ and that of $x^4$ is $1/5$. The function $(x^2-y^2)/2$ has mean square $(1/5+1/5-2/15)/4=1/15$, the same as $xy$, $xz$ and $yz$. Thus $L_z(xy)=-2i\,[(x^2-y^2)/2]$, and the squared matrix elements are 4 for $L_z$ and 1 for $L_x$ and $L_y$. Each component leads to a different orbital, so $\Lambda$ is diagonal:
\begin{equation}
g_\parallel=g_e-\frac{8\xi}{\Delta},\qquad
g_\perp=g_e-\frac{2\xi}{\delta}.
\end{equation}
The orbital $3z^2-r^2$ does not enter at this order.

I take rough values $\xi=0.019$ eV, $\delta=0.8$ eV and $\Delta=2.2$ eV:
\begin{align}
g_\parallel&=2.0023-\frac{8(0.019)}{2.2}=2.0023-0.0691=1.933,\\
g_\perp&=2.0023-\frac{2(0.019)}{0.8}=2.0023-0.0475=1.955 .
\end{align}
The upper level is much farther away, yet produces the larger shift, because its coefficient is four times greater.

\textbf{Q:} What would a spectrometer see?

\textbf{A:} For a field at angle $\theta$ to $z$, the spin feels the vector $\mu_BB(g_\perp\sin\theta,0,g_\parallel\cos\theta)$. Its length is the splitting, so
\begin{equation}
h\nu=g(\theta)\mu_BB,\qquad
g(\theta)^2=g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta .
\end{equation}
At 9.5 GHz a free spin resonates at 339.0 mT. The trap resonates at 351.1 mT for parallel and 347.2 mT for perpendicular field. Randomly oriented traps in the film fill the interval between these values.

\section{When the ratio is not small}

\textbf{Q:} How much has second order missed?

\textbf{A:} Diagonalization of the ten spin-orbitals gives $g_\parallel=1.9308$ and $g_\perp=1.9546$. The law is too high by 0.0025 and 0.0003. Halving $\xi$ at fixed level energies reduces the parallel error by 3.96.

Most of the parallel error can be followed by keeping $xy,xz,yz$ alone. Define $\phi=(yz+i\,xz)/\sqrt2$. The derivatives above give $(L_x+iL_y)xy=\sqrt2\,\phi$, and similarly $L_z\phi=-\phi$. Spin--orbit coupling therefore links $xy\!\uparrow$ to $\phi\!\downarrow$ through
\begin{equation}
\begin{pmatrix}0&\xi/\sqrt2\\ \xi/\sqrt2&\delta+\xi/2\end{pmatrix},
\qquad \tan2\beta=\frac{\sqrt2\,\xi}{\delta+\xi/2}.
\end{equation}
The ground doublet is
\begin{align}
|+\rangle&=\cos\beta\,|xy\uparrow\rangle-\sin\beta\,|\phi\downarrow\rangle,\\
|-\rangle&=\cos\beta\,|xy\downarrow\rangle+\sin\beta\,|\phi^*\uparrow\rangle ,
\end{align}
the second being the time-reversed partner of the first. Using $\langle\phi|L_x|xy\rangle=1/\sqrt2$, $\langle xy|L_x|\phi^*\rangle=-1/\sqrt2$ and $\langle\phi|\phi^*\rangle=0$,
\begin{align}
g_\perp&=2\langle+|L_x+g_eS_x|-\rangle
=g_e\cos^2\beta-\sqrt2\sin2\beta,\\
g_\parallel&=2\langle+|L_z+g_eS_z|+\rangle
=g_e\cos2\beta-2\sin^2\beta .
\end{align}
Let $q=\xi/\delta\ll1$. Then $\sin2\beta\simeq\sqrt2(q-q^2/2)$ and $\sin^2\beta\simeq q^2/2$, so
\begin{align}
g_\perp&\simeq g_e-2q+(1-g_e/2)q^2,\\
g_\parallel&\simeq g_e-(1+g_e)q^2 .
\end{align}
The quadratic term nearly cancels in $g_\perp$. In $g_\parallel$ it is $-3.00(0.02375)^2=-0.0017$, about two thirds of the error found. The remainder, and the small error in $g_\perp$, require the orbitals omitted here.

\textbf{Q:} And if disorder makes $\delta$ as small as $\xi$?

\textbf{A:} The ratio law fails. It gives $g_\perp=0.002$, whereas the three-orbital formula gives 0.76 and diagonalization of the whole shell gives 0.765.

\section{What a real film changes}

\textbf{Q:} Can I invert a measured $g_\perp$ to find the trap depth?

\textbf{A:} You obtain an orbital excitation energy. From the full value $g_\perp=1.9546$,
\begin{equation}
\delta=\frac{2\xi}{g_e-g_\perp}\simeq0.796\ {\rm eV},
\end{equation}
close to the input 0.8 eV. This is the energy to move the electron from $xy$ to $xz$ or $yz$ on the same atom. The trap depth is the energy to release it into the conduction band, which does not appear in the formula.

\textbf{Q:} Real titanium shares its electron with oxygen.

\textbf{A:} That is the largest correction among those sized here. Let sharing multiply every matrix element of $\mathbf L$ by a factor $k<1$, in both the spin--orbit and Zeeman terms. The leading shift is then multiplied by $k^2$. For an assumed $k^2=0.8$, the values become $g_\parallel=1.945$ and $g_\perp=1.964$. Ignoring this reduction would make the inferred $\delta$ equal to 0.99 eV instead of 0.8 eV.

Values of $g$ somewhat below 2 are typical of Ti$^{3+}$ in oxides, so the model lies in the right region. Its $\delta$ is on the large side for a splitting among $xy$, $xz$ and $yz$. At $\delta=0.4$ eV, with $\xi$ unchanged, the perpendicular shift would double to $-0.095$. Agreement with one measured $g$ therefore cannot establish both $\delta$ and $k$.

\textbf{Q:} The sites in an amorphous film are not identical either.

\textbf{A:} For a narrow spread $\sigma$ of $\delta$, differentiation gives
\begin{equation}
\sigma_{g_\perp}=\left|\frac{dg_\perp}{d\delta}\right|\sigma
=\frac{2\xi\sigma}{\delta^2}.
\end{equation}
With $\sigma=0.08$ eV this is 0.0048; averaging the diagonalized result over a Gaussian distribution gives 0.0049. The corresponding field spread is 0.88 mT, against a separation of 4.3 mT between the two principal resonances when the diagonalized $g$ values are used. Disorder also lowers the symmetry. A coupling of $+0.10$ eV between each pair of the functions $xy,xz,yz$ changes the principal values to 1.925, 1.957 and 1.961. The sign matters: with $-0.10$ eV they are 1.927, 1.950 and 1.968.

\textbf{Q:} Your upper level may lie inside the conduction band.

\textbf{A:} Spreading it uniformly over a width $W$ replaces $1/\Delta$ by
\begin{equation}
\frac1W\int_{\Delta-W/2}^{\Delta+W/2}\frac{dE}{E}
=\frac1W\ln\frac{\Delta+W/2}{\Delta-W/2}.
\end{equation}
For $W=1$ eV, $g_\parallel$ falls by 0.0012. Excitation from filled oxygen orbitals acts upward: a ligand weight of 0.10, an oxygen $\xi$ of 0.019 eV and an energy of 4 eV give an estimate $2(0.019)(0.10)/4=+0.001$ for the oxygen part alone. These filled orbitals also have some titanium character. A weight of 0.10 in $x^2-y^2$ would by itself give about $8(0.019)(0.10)/4=+0.004$ in $g_\parallel$. The two parts are amplitudes within one matrix element of $L_z$, so their shifts do not simply add. Take a square of four oxygens with overlap neglected, a $\pi$-antibonding $xy$ level and a filled $\sigma$-bonding level. The titanium and oxygen amplitudes then have the same sign and sizes $2\sqrt{0.10\times0.90}=0.6$ and $\sqrt{0.10\times0.90}=0.3$. With equal $\xi$ on both atoms the shift of $g_\parallel$ is $2(0.019)(0.6+0.3)^2/4=+0.008$. The relativistic increase of mass reduces the spin moment by roughly the kinetic energy over the rest energy; for an assumed 4 hartree this shifts $g$ by $-0.0004$. The Hartree--Fock $3d$ orbital of the free ion has about 4.8 hartree, which gives $-0.0005$.

\textbf{Q:} Does temperature spoil the picture?

\textbf{A:} Thermal population of $xz$ and $yz$ is about $7\times10^{-14}$ even at 300 K. Hopping between differently oriented sites matters more. For an assumed attempt rate of $10^{13}$ s$^{-1}$ and barrier of 0.30 eV, the activated rate is $2\times10^{-7}$ s$^{-1}$ at 77 K. The electron is then static during a measurement, provided tunnelling between sites is also slow.

At 300 K the rate is $9\times10^7$ s$^{-1}$. The difference between the principal resonances corresponds to an angular rate of $7\times10^8$ s$^{-1}$, eight times larger. Hopping is thus too slow to average the anisotropy fully, but fast enough to broaden it. The margin is smaller than the factor eight suggests. Two narrow lines exchanging at equal rates merge when the hopping rate reaches the angular separation divided by $2\sqrt2$, here $2.6\times10^8$ s$^{-1}$. The barrier enters exponentially, so a reduction of about $k_BT\ln2.8\simeq0.03$ eV would suffice. The static $g$ tensor is therefore best sought at low temperature. Spin--lattice relaxation has not been estimated here. It works through the same spin--orbit coupling to $xz$ and $yz$, it broadens Ti$^{3+}$ lines as the temperature rises, and it may require cooling below 77 K.

\section*{Calculated quantities}
\begin{verbatim}
free-electron g: 2.002319
spin-orbit energy xi: 0.019 eV
xz,yz excitation delta: 0.80 eV
x2-y2 excitation Delta: 2.20 eV; z2: 2.80 eV
|<x2-y2|Lz|xy>|^2: 4.000
|<xz|Lx|xy>|^2: 1.000
|<yz|Ly|xy>|^2: 1.000
xi/delta: 0.02375; xi/Delta: 0.00864
shift parallel, law: -0.06909
shift perpendicular, law: -0.04750
g parallel: law 1.93323, full 1.93077
g perpendicular: law 1.95482, full 1.95455
full minus law: par -0.002461, perp -0.000266
error ratio on halving xi, parallel: 3.956
error ratio on halving xi, random field: 3.993
zero-field energy, example law: -3.8972e-04 eV
microwave frequency: 9.50 GHz
free-electron resonance: 338.984 mT
resonance parallel: law 351.098, full 351.546 mT
resonance perpendicular: law 347.221, full 347.268 mT
at 35 deg: g 1.93863, field 350.121 mT
p-shell test: xi 1.0e-04, filled gap 1.0, empty gap 0.6 (same energy unit)
p-shell shifts x,y,z, full: -3.333e-04 -5.449e-08 2.000e-04
p-shell shifts x,y,z, law: -3.333e-04 0.000e+00 2.000e-04
delta=xi: g perp full 0.7650, law 0.0023
disorder spread of delta: 0.080 eV
g perp spread: law 0.00475, full 0.00494
disorder field spread (std): 0.878 mT
inferred delta from full g perp: 0.7956 eV
covalent factor k^2: 0.80
covalent g: par 1.94519, perp 1.96405
inferred delta if covalency ignored: 0.9931 eV
low-symmetry coupling: 0.10 eV
low-symmetry principal g: 1.92524 1.95692 1.96077
upper-level band width: 1.00 eV
g parallel change from band width: -0.00123
ligand inputs: xi 0.019 eV, weight 0.10, energy 4.0 eV
ligand charge-transfer g shift: 0.00095
kinetic energy input: 4.0 hartree
relativistic kinetic g shift: -0.00043
excited population at 300 K: 7.27e-14
hopping inputs: 1.0e+13 1/s, barrier 0.30 eV
hopping rate at 77 K: 2.31e-07 1/s
hopping rate at 300 K: 9.12e+07 1/s
g-anisotropy frequency: 1.156e+08 Hz
same as angular rate: 7.264e+08 1/s
\end{verbatim}
